\section*{From van der Waals to Casimir–Polder attraction between atom and metal}

\section*{Question}

A neutral atom hovers above a flat metal surface at a height $z$ well beyond the reach of the electron clouds. How does its attraction to the metal fall off with $z$ once the travel time of light matters, at what distance does the change set in, and how strong is the attraction there?

\section*{Answer}

The fluctuating dipole of the atom polarizes the metal, and the metal acts back on the atom. The signal needs a time $2z/c$ for the round trip. If this is short compared with the response times of atom and metal, the energy is $-C_3/z^3$. If it is long, the energy becomes
\begin{equation}
U(z)=-\frac{3\hbar c\,\alpha(0)}{8\pi z^4},
\label{eq:cp}
\end{equation}
where $\alpha(0)$ is the static polarizability. For an atom with one transition frequency $\omega_0$ and an undamped free-electron metal with surface-plasmon frequency $\omega_s$, the two laws meet at
\begin{equation}
z_\times=\frac{3c}{\pi}\left(\frac1{\omega_0}+\frac1{\omega_s}\right).
\label{eq:zx}
\end{equation}
For helium above the model metal treated below this is about 36 nm, with an energy of about a nanoelectronvolt; a slower atom or metal moves the crossover outward. The change is broad: in this example the energy is 10\% below the $z^{-3}$ law already at about 6 nm and comes within 10\% of the $z^{-4}$ law only at about 310 nm.

Hartree atomic units are used from here on, so $\hbar=1$ and $c=137.04$. The electrodynamics is Gaussian and $\alpha$ is a volume. The atom is in a spherical ground state, the temperature is zero unless stated otherwise, and $U\to0$ as $z\to\infty$.

\subsection*{The energy as an integral over imaginary frequency}

The field and the metal together form a linear system, whose normal modes are oscillators with frequencies $w_j$ and unit-mass coordinates $q_j$. The coordinates are chosen so that the field at the atom is $E_i=\sum_j f_{ij}q_j$. The coupling to the atomic dipole operator $\mathbf D$ is $-\mathbf D\cdot\mathbf E$. Strictly, the field in this coupling is the displacement field, which differs from the electric field at the atom by the atom's own polarization. That local difference does not depend on $z$ and drops out.

In second order, the atom is excited to a level $n$ at energy $\omega_n$ while one quantum appears in mode $j$. The oscillator matrix element is $\langle1|q_j|0\rangle=1/\sqrt{2w_j}$. Let $d_n^2$ be the sum of $|\langle n|D_z|0\rangle|^2$ over the states of level $n$. Spherical symmetry gives the same value for $x$ and $y$ and no cross terms, so
\begin{equation}
\Delta E=-\sum_n d_n^2\sum_{ij}\frac{f_{ij}^2}{2w_j(\omega_n+w_j)} .
\label{eq:pt}
\end{equation}
Partial fractions give
\begin{equation}
\int_0^\infty\!\frac{d\xi}{(a^2+\xi^2)(b^2+\xi^2)}
=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)
=\frac{\pi}{2ab(a+b)} .
\label{eq:id}
\end{equation}
With $a=\omega_n$ and $b=w_j$, the fraction $1/[2w_j(\omega_n+w_j)]$ equals $\omega_n/\pi$ times this integral. Equation (\ref{eq:pt}) becomes
\begin{equation}
\Delta E=-\frac1{2\pi}\int_0^\infty\! d\xi\,
\underbrace{\sum_n\frac{2d_n^2\omega_n}{\omega_n^2+\xi^2}}_{\alpha(i\xi)}\;
\underbrace{\sum_{ij}\frac{f_{ij}^2}{w_j^2+\xi^2}}_{\mathrm{Tr}\,R(i\xi)} .
\label{eq:main}
\end{equation}
The first factor is the atomic polarizability at imaginary frequency. For the second, a dipole $\mathbf p$ exerts the force $\sum_i f_{ij}p_i$ on mode $j$. At frequency $i\xi$ the response is $q_j=\sum_i f_{ij}p_i/(w_j^2+\xi^2)$. Thus $R$ is the field returned to the atom per unit dipole. Its empty-space part is independent of $z$, so we keep only the part reflected by the surface and call the resulting energy $U$. Equation (\ref{eq:main}) is of first order in $\alpha$ and requires $\alpha/z^3\ll1$. It also keeps only the dipole coupling, so $z$ must be large compared with the size of the atom.

\subsection*{An ideal mirror}

At frequency $\omega=ck$ a dipole has the vector potential $-ik\mathbf p\,e^{ikr}/r$ and the scalar potential $-\nabla\cdot(\mathbf p\,e^{ikr}/r)$. Its field is therefore $\nabla(\nabla\cdot\mathbf p\,G)+k^2\mathbf p\,G$ with $G=e^{ikr}/r$. At imaginary frequency $k=iq$ with $q=\xi/c$, so that $G=e^{-qr}/r$ and $k^2=-q^2$. The derivatives are
\begin{equation}
G'=-(1+qr)\frac{e^{-qr}}{r^2},\qquad
G''=(2+2qr+q^2r^2)\frac{e^{-qr}}{r^3}.
\end{equation}
For unit dipoles along and across the line to the field point, the field components along the dipole are
\begin{align}
G''-q^2G&=2(1+qr)\frac{e^{-qr}}{r^3},\\
\frac{G'}r-q^2G&=-(1+qr+q^2r^2)\frac{e^{-qr}}{r^3}.
\end{align}
To cancel the tangential field on the mirror, the image dipole at distance $r=2z$ keeps the normal component and reverses the two parallel ones. The reversal makes their contributions positive:
\begin{equation}
\mathrm{Tr}\,R=\frac{e^{-qr}}{r^3}\left[2(1+qr)+2(1+qr+q^2r^2)\right]
=\frac{g(x)}{2z^3},
\end{equation}
with
\begin{equation}
g(x)=(1+2x+2x^2)e^{-2x},\qquad x=\frac{\xi z}{c}.
\end{equation}
Hence
\begin{equation}
U(z)=-\frac1{4\pi z^3}\int_0^\infty d\xi\,\alpha(i\xi)\,g(\xi z/c).
\label{eq:mirror}
\end{equation}

At short distance $g\to1$ over the frequencies at which the atom responds. Since $\int_0^\infty 2d_n^2\omega_n\,d\xi/(\omega_n^2+\xi^2)=\pi d_n^2$,
\begin{equation}
U\to-\frac{C_3^{\rm mir}}{z^3},\qquad
C_3^{\rm mir}=\frac14\sum_n d_n^2 .
\label{eq:c3m}
\end{equation}
At long distance we substitute $\xi=cx/z$. The factor $g$ limits $x$ to values of order one, so $\alpha(icx/z)\to\alpha(0)$. The remaining integral is
\begin{equation}
\int_0^\infty g\,dx=\frac12+2\cdot\frac14+2\cdot\frac28=\frac32 ,
\end{equation}
and therefore
\begin{equation}
U\to-\frac{c\,\alpha(0)}{4\pi z^4}\cdot\frac32=-\frac{C_4}{z^4},\qquad
C_4=\frac{3c\,\alpha(0)}{8\pi}.
\label{eq:c4}
\end{equation}
Restoring $\hbar$ gives equation (\ref{eq:cp}). The additional power of $1/z$ arises because the usable frequency range is now set by $c/z$ instead of by the atom.

The change is gradual. The derivative is $g'=[2+4x-2(1+2x+2x^2)]e^{-2x}=-4x^2e^{-2x}$, which is negative for $x>0$, so $z^3|U|$ falls as $z$ grows. The product $z^4|U|$ is proportional to $\int\alpha(icx/z)g(x)\,dx$. It rises, because $\alpha(i\xi)$ decreases with $\xi$. The local exponent $n=-d\ln|U|/d\ln z$ above a mirror thus lies between 3 and 4, and $|U|$ is smaller than either asymptotic law.

\subsection*{A metal with a finite response time}

For a metal of permittivity $\varepsilon(i\xi)$ the dipole field is resolved into waves along the surface. The function $G$ obeys $(\nabla^2-q^2)G=-4\pi\delta(\mathbf r)$. Its Fourier component with wave vector $\mathbf k$ in the plane is $2\pi e^{-\kappa|Z|}/\kappa$, where $\kappa^2=k^2+q^2$ and $Z$ is the normal distance from the dipole. Directly above or below the dipole the sum of these waves is
\begin{equation}
G=\int\frac{d^2k}{(2\pi)^2}\frac{2\pi}{\kappa}e^{-\kappa|Z|}
=\int_q^\infty d\kappa\,e^{-\kappa|Z|},
\end{equation}
because $k\,dk=\kappa\,d\kappa$. On the way to the surface and back each wave acquires $e^{-2\kappa z}$ and a reflection coefficient.

The operator $\nabla\nabla-q^2$ supplies three diagonal factors. They are $\kappa^2-q^2$ for a normal dipole, $-k^2-q^2=-\kappa^2$ for a dipole along $\mathbf k$, and $-q^2$ for the remaining direction. The first two belong to $p$ waves, with the field in the plane of $\mathbf k$ and the normal, and the third to $s$ waves. Let $r_p$ be the coefficient for the normal field. Since $\nabla\cdot\mathbf E=0$ and the normal derivative changes sign on reflection, the field along $\mathbf k$ is reflected with $-r_p$. The sum is
\begin{equation}
\mathrm{Tr}\,R=\int_q^\infty d\kappa\,e^{-2\kappa z}
\left[(2\kappa^2-q^2)r_p-q^2r_s\right].
\label{eq:trace}
\end{equation}

Inside the metal the decay constant is $\kappa_1=\sqrt{\kappa^2+(\varepsilon-1)q^2}$. For $p$ waves $\varepsilon E_Z$ is continuous. So is $\partial_ZE_Z$, because the field along $\mathbf k$ is continuous and $\nabla\cdot\mathbf E=0$ on both sides. With transmitted amplitude $t$ this means $1+r_p=\varepsilon t$ and $\kappa(1-r_p)=\kappa_1t$. For $s$ waves the field and its derivative are continuous, which replaces the first condition by $1+r_s=t$. Eliminating $t$ gives
\begin{equation}
r_p=\frac{\varepsilon\kappa-\kappa_1}{\varepsilon\kappa+\kappa_1},\qquad
r_s=\frac{\kappa-\kappa_1}{\kappa+\kappa_1}.
\end{equation}

We take a free-electron metal without damping, $\varepsilon(i\xi)=1+\omega_p^2/\xi^2$, where $\omega_p$ is the plasma frequency. At short distance retardation is negligible, so $q\to0$ at fixed $\xi$ and $\kappa_1\to\kappa$. Then
\begin{equation}
r_p\to\frac{\varepsilon-1}{\varepsilon+1}
=\frac{\omega_s^2}{\omega_s^2+\xi^2},\qquad
\omega_s=\frac{\omega_p}{\sqrt2}.
\end{equation}
With $\int_0^\infty2\kappa^2e^{-2\kappa z}d\kappa=1/(2z^3)$ and equation (\ref{eq:id}),
\begin{equation}
C_3=\frac1{4\pi}\sum_n2d_n^2\omega_n\omega_s^2\,
\frac{\pi}{2\omega_n\omega_s(\omega_n+\omega_s)}
=\frac14\sum_n\frac{d_n^2\,\omega_s}{\omega_n+\omega_s}.
\label{eq:c3}
\end{equation}
The metal cannot follow atomic fluctuations much faster than $\omega_s$, so each term is smaller than for a mirror.

At long distance $\kappa$ is of order $1/z$ and much smaller than $K=\omega_p/c$. Then $\kappa_1\approx K$ and $\varepsilon\approx K^2/q^2$, and to first order in $1/K$
\begin{equation}
r_p\approx1-\frac{2q^2}{K\kappa},\qquad r_s\approx-1+\frac{2\kappa}{K}.
\end{equation}
The bracket in equation (\ref{eq:trace}) becomes
\begin{equation}
2\kappa^2-\frac1K\left(6\kappa q^2-\frac{2q^4}{\kappa}\right).
\end{equation}
We integrate first over $q$ from $0$ to $\kappa$, which gives $2\kappa^3-8\kappa^4/(5K)$, and then over $\kappa$ with weight $e^{-2\kappa z}$. Both $\int2\kappa^3e^{-2\kappa z}d\kappa=3/(4z^4)$ and $\int\kappa^4e^{-2\kappa z}d\kappa=3/(4z^5)$ are elementary. With $d\xi=c\,dq$ and $\alpha\approx\alpha(0)$,
\begin{equation}
U\approx-\frac{C_4}{z^4}\left(1-\frac{8}{5}\,\frac{c}{\omega_pz}\right).
\label{eq:pen}
\end{equation}
The leading term does not contain $\omega_p$. The correction comes from the penetration of the field to a depth of order $c/\omega_p$. It falls as $1/z$, whereas the frequency dependence of the atom enters as $1/z^2$, because $\alpha(i\xi)$ is even in $\xi$. The $z^{-4}$ law thus requires $z\gg c/\omega_p$ as well as $z\gg c/\omega_n$.

\subsection*{The crossover distance}

The two laws are equal at $z_\times=C_4/C_3$. If one transition dominates, $\alpha(0)=2d^2/\omega_0$, so $d^2=\alpha(0)\omega_0/2$ and
\begin{equation}
C_3=\frac{\alpha(0)}8\,\frac{\omega_0\omega_s}{\omega_0+\omega_s}.
\end{equation}
Dividing $C_4$ by this expression gives equation (\ref{eq:zx}). The polarizability cancels and the two response times add, so the slower partner dominates. For a mirror $\omega_s\to\infty$, and $z_\times=3c/(\pi\omega_0)$. The formula is tied to the free-electron permittivity. In a metal whose bound electrons also respond, such as gold, $\varepsilon(i\xi)$ is larger than the free-electron value; this raises $(\varepsilon-1)/(\varepsilon+1)$ and hence $C_3$ while $C_4$ is unchanged, so $z_\times$ is shorter than equation (\ref{eq:zx}) gives with the free-electron $\omega_s$.

\subsection*{Helium above a model metal}

The levels $\omega_n$ and strengths $d_n^2$ of helium were obtained by full configuration interaction in the aug-cc-pVQZ basis. This means diagonalizing the two-electron Hamiltonian in all spin-singlet functions that the orbitals allow. The discrete levels also represent the continuum. The result is $\alpha(0)=1.384$ bohr$^3$ and, from equation (\ref{eq:c3m}), $C_3^{\rm mir}=0.1883$ hartree\,bohr$^3$. The one-frequency model with the same two values has
\begin{equation}
\omega_0=\frac{8C_3^{\rm mir}}{\alpha(0)}=\frac{8\times0.1883}{1.384}=1.09\ \text{hartree}.
\end{equation}

The metal is an electron gas with one electron per sphere of radius $r_s=3$ bohr (a length, not the reflection coefficient). Its plasma frequency is $\omega_p=\sqrt{3/r_s^3}=0.333$ hartree, so $\omega_s=0.236$ hartree. Equation (\ref{eq:c3}), summed over all levels, gives $C_3=0.0330$ hartree\,bohr$^3$, less than a fifth of the mirror value. The long-range coefficient is
\begin{equation}
C_4=\frac{3\times137.04\times1.384}{8\pi}=22.6\ \text{hartree\,bohr}^4 .
\end{equation}
The crossover distances follow:
\begin{align}
\text{mirror:}\quad z_\times&=\frac{22.64}{0.1883}=120\ \text{bohr}=6.4\ \text{nm},\\
\text{metal:}\quad z_\times&=\frac{22.64}{0.03296}=687\ \text{bohr}=36\ \text{nm}.
\end{align}
For the metal, equation (\ref{eq:zx}) gives $(3\times137.04/\pi)(1/1.0885+1/0.2357)=675$ bohr, within 2\% of the value from all levels. The surface response accounts for most of this distance. The last digit of the helium values depends on the basis: aug-cc-pV5Z gives $\alpha(0)=1.383$, $C_3^{\rm mir}=0.1881$ and $C_3=0.03291$, shifts of 0.1 to 0.2\%, while the crossover distances remain 120 and 687 bohr.

Numerical quadrature of equations (\ref{eq:main}) and (\ref{eq:trace}) gives the full energy. At the metal's crossover $U=-5.3\times10^{-11}$ hartree, or $-1.4$ neV. This is 0.52 of the value that both asymptotic laws give there, so either law alone overestimates the attraction about twofold. This energy depends strongly on the metal: for helium it is $-9$ neV at $r_s=2$ bohr and $-0.1$ neV at $r_s=5$ bohr. The table shows the course of the crossover, with exponents from numerical differentiation of $\ln|U|$.

\begin{center}
\begin{tabular}{rcccc}
$z$ (bohr) & $\dfrac{|U|z^3}{C_3}$ & $\dfrac{|U|z^4}{C_4}$ & $n$, metal & $n$, mirror\\[6pt]
30 & 0.986 & 0.043 & 3.02 & 3.16\\
100 & 0.922 & 0.134 & 3.11 & 3.41\\
300 & 0.739 & 0.323 & 3.31 & 3.72\\
1000 & 0.421 & 0.613 & 3.62 & 3.94\\
3000 & 0.188 & 0.823 & 3.83 & 3.99\\
10000 & 0.064 & 0.939 & 3.94 & 4.00
\end{tabular}
\end{center}
The second and third columns refer to the metal. The first rows describe a point dipole above a sharp surface. At 30 bohr the quadrupole term, which falls as $z^{-5}$, raises 0.986 to 0.988 and 3.02 to 3.03, and placing the reflecting plane 0.5 bohr nearer the atom, with $z$ counted as before, would give 1.04 and 3.07, more than the effect of retardation at that distance. Its exponent passes 3.5 at 620 bohr, close to $z_\times$; for the mirror this happens at 139 bohr.

The retarded law is approached slowly. The energy reaches 90\% of $-C_4/z^4$ at 485 bohr above the mirror, but at about 5900 bohr above the metal. Equation (\ref{eq:pen}) accounts for the late arrival: setting its correction to 0.1 gives $z=16\,c/\omega_p=16\times411=6600$ bohr, which is 12\% above the computed distance. These values are for the undamped metal. With $\varepsilon=1+\omega_p^2/[\xi(\xi+\gamma)]$ and $\gamma$ between 0.03 and 0.1 eV, $z_\times$ changes by less than 1\%, the 90\% distance moves to between 6000 and 6250 bohr, and farther out the deficit falls more slowly than in equation (\ref{eq:pen}). The mirror value of 485 bohr becomes 487 bohr in the aug-cc-pV5Z basis. The crossover distance therefore marks the middle of the change and not the start of a pure $z^{-4}$ law.

\subsection*{Where the retarded law ends}

At temperature $T$ the $z^{-4}$ law has an upper limit too. The part of the field that depends on $z$ involves frequencies up to order $c/z$. When $kT\gg c/z$ these modes are classical, and equipartition gives $\langle q_j^2\rangle=kT/w_j^2$. The surface then changes the mean square field at the atom by $kT\,\mathrm{Tr}\,R(0)=kT/(2z^3)$, where $r_p=1$ at zero frequency. As long as $kT\ll\omega_n$ the atom stays in its ground state and responds to these slow fields with $\alpha(0)$. The energy of an induced dipole is $-\alpha E^2/2$, so
\begin{equation}
U\to-\frac{kT\,\alpha(0)}{4z^3}.
\end{equation}
This equals $-C_4/z^4$ at $z_T=4C_4/[kT\alpha(0)]=3c/(2\pi kT)$. At 300 K, $kT=9.50\times10^{-4}$ hartree and $z_T=6.9\times10^4$ bohr, or $3.6$ micrometres. For helium above this metal at room temperature, the Casimir–Polder law thus holds to within about 10\% from roughly 6000 bohr up to distances well below $z_T$.
